\section*{Spin-density detection limit of a 100-nm film in electron spin resonance}

\section{Definitions and conventions}

Let $N_{\rm det}$ be the smallest number of unpaired spins that an electron spin resonance (ESR) spectrometer detects. The number has meaning only with a stated linewidth, temperature, averaging time and signal-to-noise ratio. Here it refers to spins $S=1/2$ placed at the maximum of the cavity's microwave magnetic field, and its value is given: $N_{\rm det}=10^{11}$.

The film has area $A$, thickness $d$ and spin density $n$. A \emph{spin} is an unpaired electron. A trap that is empty, or holds two electrons with opposite spins, is not counted. The static field is $B_0$, and $\Delta B$ is the full width at half maximum of a Lorentzian absorption line. The microwave field is linearly polarized with peak amplitude $B$, whose largest value in the cavity is $B_{\max}$. Formulas are in SI units; densities are quoted in cm$^{-3}$.

\section{The estimate}

If the spins fill the film uniformly and are all detected equally well, $N=nAd$, so
\begin{equation}
n_{\min}=\frac{N_{\rm det}}{Ad}
=\frac{10^{11}}{(1\ {\rm cm^2})(10^{-5}\ {\rm cm})}
=10^{16}\ {\rm cm^{-3}} .
\end{equation}
This is ten spins in a cube of edge 100 nm, or $10^{-5}\ {\rm nm^{-3}}$.

What is counted is the number per area,
\begin{equation}
\frac{N_{\rm det}}{A}=\int_0^d n(z)\,dz=10^{11}\ {\rm cm^{-2}} .
\end{equation}
The volume density follows only after a depth profile is assumed. Suppose the same spins sit near an interface, with $n(z)=n_{\rm p}e^{-z/\lambda}$. Integration gives
\begin{equation}
n_{\rm p}=\frac{N_{\rm det}/A}{\lambda(1-e^{-d/\lambda})},
\end{equation}
which is $2\times10^{17}\ {\rm cm^{-3}}$ for $\lambda=5$ nm. The signal is the same as that of the uniform film, but the peak density is twenty times higher.

\section{Controlled derivation}

\subsection{Nonuniform microwave field}

At low power a spin absorbs in proportion to $B^2$. The film therefore acts like $nAdw$ spins at the field maximum, where $w$ is the film average of $B^2/B_{\max}^2$, and
\begin{equation}
n_{\min}=\frac{N_{\rm det}}{Adw}.
\end{equation}

Take a rectangular TE$_{102}$ cavity of height $a$ (along $x$), width $b$ (along $y$) and length $l$ (along $z$), with $E_y=E_0\sin(\pi x/a)\sin(2\pi z/l)$. By Faraday's law, $B_x$ is proportional to $\partial E_y/\partial z$ and $B_z$ to $\partial E_y/\partial x$. At the cavity centre only the first survives. Dividing by its value there gives
\begin{equation}
\frac{B^2}{B_{\max}^2}=\sin^2\frac{\pi x}{a}\cos^2\frac{2\pi z}{l}
+\rho\cos^2\frac{\pi x}{a}\sin^2\frac{2\pi z}{l},\qquad
\rho=\Big(\frac{l}{2a}\Big)^2 .
\end{equation}
The centre is the maximum because $\rho<1$ here. With $B_0$ along $y$, both components are perpendicular to it and drive the resonance.

A film of length $L$ centred at $x=a/2$ has
\begin{equation}
S_x\equiv\Big\langle\sin^2\frac{\pi x}{a}\Big\rangle
=\frac1L\int_{-L/2}^{L/2}\frac{1+\cos(2\pi u/a)}{2}\,du
=\frac12+\frac{a}{2\pi L}\sin\frac{\pi L}{a}.
\end{equation}
With $S_z$ the mean of $\sin^2(2\pi z/l)$ over the film positions,
\begin{equation}
w=S_x(1-S_z)+\rho(1-S_x)S_z .
\end{equation}
Over the whole cavity, of volume $V=abl$, each squared sine or cosine averages to $1/2$. Hence
\begin{equation}
V_{\rm m}\equiv\int_{\rm cavity}\frac{B^2}{B_{\max}^2}\,dV=\frac V4(1+\rho).
\end{equation}

\subsection{Response of the spins}

The two levels of a spin lie at $\pm g\mu_BB_0/2$. For $g\mu_BB_0\ll kT$ the polarization is $\tanh(g\mu_BB_0/2kT)\simeq g\mu_BB_0/2kT$. Multiplying by $n$ and by the moment $g\mu_B/2$ gives the magnetization $M_0$, and
\begin{equation}
\chi_0=\frac{\mu_0M_0}{B_0}=\frac{\mu_0ng^2\mu_B^2}{4kT}.
\end{equation}

The linear field is the sum of two rotating fields of amplitude $B_{\rm rot}=B_{\max}/2$. The one that rotates against the precession is neglected, which is justified for a line narrow compared with $B_0$. In the frame of the other, with $\gamma=g\mu_B/\hbar$, the steady Bloch equations at resonance are
\begin{align}
0&=\gamma B_{\rm rot}M_z-M_y/T_2,\\
0&=-\gamma B_{\rm rot}M_y-(M_z-M_0)/T_1 .
\end{align}
The first gives $M_y=\gamma B_{\rm rot}T_2M_z$. Inserted in the second, it gives $M_z=M_0/(1+s)$ with $s=\gamma^2B_{\rm rot}^2T_1T_2$. The component $M_y$ is a quarter period out of phase with the drive, so
\begin{equation}
\chi''=\frac{\mu_0M_y}{B_{\max}}
=\frac{\mu_0M_0\gamma T_2}{2(1+s)}
=\frac{\chi_0B_0\gamma T_2}{2(1+s)} .
\end{equation}

To relate $T_2$ to the width, let the field be off resonance by $\delta/\gamma$ at weak drive. Then $m_\perp=M_x+iM_y$ obeys $0=-(1/T_2+i\delta)m_\perp+i\gamma B_{\rm rot}M_0$, and
\begin{equation}
M_y=\frac{\gamma B_{\rm rot}T_2M_0}{1+\delta^2T_2^2}.
\end{equation}
This falls to half at $\delta=\pm1/T_2$, so $\Delta B=2/(\gamma T_2)$ and
\begin{equation}
\chi''=\frac{\chi_0}{1+s}\,\frac{B_0}{\Delta B}.
\end{equation}

\subsection{Reflected signal}

Write the magnetization along the drive as $(B/\mu_0)(\chi'\cos\omega t+\chi''\sin\omega t)$. The mean of $B\cos\omega t\;dM/dt$ is the absorbed power per volume, $\omega\chi''B^2/2\mu_0$. The stored energy is $U=\int B^2dV/2\mu_0$, since all of it is magnetic when $B$ peaks. The spins therefore add to the inverse quality factor
\begin{equation}
\frac{P_{\rm spin}}{\omega U}=\chi''\eta,\qquad
\eta=\frac{\int_{\rm film}B^2dV}{\int_{\rm cavity}B^2dV}=\frac{Adw}{V_{\rm m}} .
\end{equation}
A cavity matched to its line without spins has relative resistance 1; with spins it has $1+Q_0\chi''\eta$, where $Q_0$ is the unloaded quality factor. The reflected amplitude is
\begin{equation}
\Gamma=\frac{(1+Q_0\chi''\eta)-1}{(1+Q_0\chi''\eta)+1}
\simeq\frac{Q_0\chi''\eta}{2}.
\end{equation}
For $s\ll1$ and $N=nAdw$ equivalent spins at the maximum,
\begin{equation}
\Gamma=\frac{Q_0}{2}\,\frac{\mu_0g^2\mu_B^2}{4kT}\,\frac{B_0}{\Delta B}\,\frac{N}{V_{\rm m}} .
\end{equation}

\subsection{Noise and averaging time}

At microwave frequencies and room temperature, $h\nu\ll kT$, and a matched line at temperature $T_{\rm n}$ delivers noise power $kT_{\rm n}$ per hertz. A receiver noise factor $F$ raises this to $FkT_{\rm n}$. Relative to the incident power $P$, the noise amplitude in bandwidth $\Delta f$ is $\sqrt{FkT_{\rm n}\Delta f/P}$.

The static field is modulated and the first harmonic is detected. Let $m$ be the rms first harmonic divided by the static peak signal. Uniform averaging for a time $t$ has the noise bandwidth
\begin{equation}
\Delta f=\int_0^\infty\Big(\frac{\sin\pi ft}{\pi ft}\Big)^2df=\frac1{2t}.
\end{equation}
With $R$ the signal-to-noise ratio and white noise assumed,
\begin{equation}
R=m\Gamma\sqrt{\frac{2Pt}{FkT_{\rm n}}}
\quad\Longrightarrow\quad
t=\frac{R^2FkT_{\rm n}}{2Pm^2\Gamma^2}.
\end{equation}
Since $\Gamma\propto N/\Delta B$, the detectable number at fixed $t$ and $R$ grows as $\Delta B$, provided the modulation is scaled with the width and $s$ stays small. It falls with time as $t^{-1/2}$.

\section{Worked example and comparison}

The parameters are round, rough values for a room-temperature X-band measurement of a semiconductor film on an insulating substrate. The cavity measures 23 by 10 by 43 mm. The film is cut into four strips of 10 mm by 2.5 mm, on substrates 0.5 mm thick, stacked along $z$ at the cavity centre with the 10-mm edge along $x$. The films are taken at $z=\pm0.25$ and $\pm0.75$ mm from the centre; other placements within the stack move $w$ by about 0.001.

\textbf{Density.} With the field of the empty cavity, the weight is $w=0.854$, so
\begin{equation}
n_{\min}=\frac{10^{16}}{0.854}\ {\rm cm^{-3}}=1.17\times10^{16}\ {\rm cm^{-3}},
\end{equation}
17\% above the simple estimate.

\textbf{Signal.} The cavity frequency is 9.544 GHz, which for $g=2$ puts the resonance at 340.9 mT. At 300 K and $10^{16}\ {\rm cm^{-3}}$, $\chi_0=2.61\times10^{-10}$. A 1-mT line then has $\chi''=2.61\times10^{-10}\times340.9=8.9\times10^{-8}$. Placing $10^{11}$ spins at the field maximum corresponds to a volume of $10^{-5}\ {\rm cm^3}$ at this density. With $V_{\rm m}=4.63\ {\rm cm^3}$ and $Q_0=5000$,
\begin{equation}
\Gamma=\frac{5000}{2}\,(8.9\times10^{-8})\,\frac{10^{-5}}{4.63}
=4.8\times10^{-10}.
\end{equation}

\textbf{Noise.} For $P=10$ mW and $T_{\rm n}=300$ K the thermal amplitude in 1 Hz is $6.44\times10^{-10}$. It equals the unmodulated signal of $1.34\times10^{11}$ spins. The given $N_{\rm det}$ is thus close to the thermal limit for one second-scale reading, before modulation loss, receiver noise and a safety margin are included.

A numerical search over field offset and modulation amplitude gives the largest first harmonic at a zero-to-peak amplitude of 1 mT (2 mT peak to peak, the usual instrument convention), with $m=0.354$. This setting distorts the line, so it suits detection better than lineshape analysis. With $F=4$ and $R=3$,
\begin{equation}
t=\frac{3^2\times4}{2(0.354)^2}
\left(\frac{6.44\times10^{-10}}{4.80\times10^{-10}}\right)^2{\rm s}
\simeq 260\ {\rm s}
\end{equation}
per field point. This is the time for $10^{11}$ spins at the field maximum, which corresponds to $1.17\times10^{16}\ {\rm cm^{-3}}$ in this film. With these settings, reaching that density takes minutes per point. The power is below its optimum: with the saturation treated below, $t\propto(1+s)^2/P$ is smallest at $s=1$, near 250 mW, where it is about 40 s if the noise does not grow with power.

\textbf{Cold sample.} At 30 K Curie's law makes $\Gamma$ ten times larger. With the number of unpaired spins, receiver noise, linewidth, power and $Q_0$ held fixed, $t$ falls a hundredfold, to 2.6 s. This also requires that the spins remain unsaturated.

\textbf{Saturation.} Without spins, all incident power heats the matched cavity, so $Q_0P=\omega U=\omega B_{\max}^2V_{\rm m}/2\mu_0$. This gives $B_{\max}=0.0213$ mT. The 1-mT width corresponds to $T_2=11.4$ ns, and an assumed $T_1=1\ \mu$s gives $s=0.04$. For field modulation slow compared with $T_1$, the signal loses about 4\%, which lengthens the averaging time by about 8\%. At the same power and $T_2$, $s$ reaches 1 when $T_1$ is about 25 $\mu$s, so a cold sample with slow relaxation may need less power. These figures treat the line as homogeneous. If a spread of local fields sets the width, $T_2$ is longer than the width suggests and saturation can be much stronger. With $T_2=1\ \mu$s and the same $T_1$, $s$ is about 3.5 and the peak absorption falls to a little under half its unsaturated value.

\textbf{Film conductivity.} For 0.1 S/cm the good-conductor skin depth $\sqrt{2/(\omega\mu_0\sigma)}$ is 1.63 mm. That formula needs $\sigma\gg\omega\varepsilon$; for a relative permittivity of 12 the ratio is only 1.6 and the decay length is 2.2 mm. Either value is far more than 100 nm. That alone does not ensure penetration, because a metal film thinner than its skin depth can still reflect strongly. A sheet conductance that is also small compared with that of free space is sufficient. Here $\sigma d\sqrt{\mu_0/\varepsilon_0}\simeq4\times10^{-4}$, so the microwave field penetrates the film. Ohmic heating is $\tfrac12\sigma E_0^2S_xS_zAd$, and the stored energy is $\varepsilon_0E_0^2V/8$. The added inverse quality factor is therefore
\begin{equation}
\frac1{Q_{\rm film}}=\frac{4\sigma S_xS_zAd}{\varepsilon_0\omega V},
\end{equation}
about 0.2\% of the cavity's own loss. The strips lie near the electric node; a conducting film placed elsewhere can load the cavity much more. The carriers also have spin: 0.1 S/cm at a mobility of $10\ {\rm cm^2/Vs}$ means $6\times10^{16}\ {\rm cm^{-3}}$ carriers, above the detection limit, and their line can overlap that of the traps.

\textbf{Substrate.} A substrate density of only $2\times10^{12}\ {\rm cm^{-3}}$, times 0.05 cm, already supplies $10^{11}$ spins per cm$^2$. If its line overlaps that of the film, the error in subtracting this background can set the limit, even when the receiver noise is low.

\section{From spins to traps}

Consider a trap level that holds zero, one or two electrons, with interaction energy $U_{\rm p}$ between the two. Let $\mu$ be the Fermi level measured from the one-electron level. In thermal equilibrium the statistical weights are $1$, $2e^{\mu/kT}$ and $e^{(2\mu-U_{\rm p})/kT}$. Dividing by the middle one gives the singly occupied fraction
\begin{equation}
p_1=\frac{1}{1+\frac12\left[e^{-\mu/kT}+e^{(\mu-U_{\rm p})/kT}\right]}
\le\frac{1}{1+e^{-U_{\rm p}/2kT}} .
\end{equation}
The bound holds because the sum of two positive numbers is at least twice the root of their product. Equality occurs at $\mu=U_{\rm p}/2$.

When $U_{\rm p}$ is positive and large compared with $kT$, this best fraction is close to one, and spins can stand for traps at a suitable Fermi level. When $U_{\rm p}$ is negative and its size is large compared with $kT$, few traps hold a single electron: nearly all are either empty or doubly occupied. For $U_{\rm p}=-0.3$ eV at 300 K, $p_1$ is at most 0.00301, so a spin limit of $10^{16}\ {\rm cm^{-3}}$ corresponds to at least
\begin{equation}
\frac{10^{16}}{0.00301}\ {\rm cm^{-3}}=3.3\times10^{18}\ {\rm cm^{-3}}
\end{equation}
traps. An absent ESR signal then does not show that the film has few traps.

\section{Use for real films}

For the square-centimetre film, the field profile of the empty cavity raises the estimate by 17\% in this geometry. Polarization of the substrates, which is left out of that figure, concentrates the magnetic field at the film. In a two-dimensional model where the 2-mm stack fills the cavity width, which should overstate the effect for narrow strips, $\eta$ rises by about 7\% for a relative permittivity of 3.8 and 25\% for 10. This can be comparable to the 17\% and has the opposite sign. The larger uncertainties are physical: concentration at an interface raises the local density twentyfold in the example, and electron pairing raises the trap limit by a factor above 300. A single transistor breaks the assumption of large area. With $N_{\rm det}$ unchanged, a channel of 10 $\mu$m by 10 $\mu$m and 100 nm thickness has a volume of $10^{-11}\ {\rm cm^3}$ and would need $10^{22}\ {\rm cm^{-3}}$, about one fifth of the density of atoms in silicon. The estimate of $10^{16}\ {\rm cm^{-3}}$ therefore applies to square-centimetre test films, and carrying it over to a device assumes that both have the same defects.

\section*{Computed results}
\begin{verbatim}
Detectable spins N_det: 1e+11
Film area: 1 cm2
Film thickness: 100 nm
Film volume: 1e-05 cm3
Areal spin limit: 1e+11 cm^-2
DENSITY LIMIT, uniform field: 1e+16 cm^-3
Density limit, same result: 10 nm^-3
Cavity height: 23 mm
Cavity width: 10 mm
Cavity length: 43 mm
Strip length: 10 mm
Strip width: 2.5 mm
Number of strips: 4
Substrate thickness: 0.5 mm
Cavity frequency: 9.544 GHz
Magnetic mode volume: 4.63 cm3
Film field weight w: 0.854
DENSITY LIMIT, field-weighted: 1.17e+16 cm^-3
Temperature: 300 K
g factor: 2
Unloaded cavity Q0: 5000
Microwave power: 10 mW
Linewidth (full, half maximum): 1 mT
Resonance field: 340.9 mT
Curie chi0 at density limit (SI): 2.61e-10
Resonant chi'' at density limit (SI): 8.9e-08
Reflected amplitude for N_det: 4.8e-10
Thermal noise amplitude in 1 Hz: 6.44e-10
Spins equal to thermal noise in 1 Hz: 1.34e+11
Best modulation amplitude: 1 mT
Modulation signal factor m: 0.354
Receiver noise factor F: 4
Required signal-to-noise ratio: 3
Averaging time per point at 300 K: 259 s
Cold sample temperature: 30 K
Averaging time per point, cold: 2.59 s
Assumed T1: 1 us
T2 from linewidth: 11.4 ns
Peak microwave field B_max: 0.0213 mT
Saturation parameter s: 0.0398
Signal kept after saturation: 0.962
Interface decay length: 5 nm
Interface-layer peak density: 2e+17 cm^-3
Substrate density giving N_det: 2e+12 cm^-3
Film conductivity: 0.1 S/cm
Skin depth: 1.63 mm
Film loss / cavity loss: 0.00217
Pair interaction U: -0.3 eV
Largest singly occupied fraction: 0.00301
Trap-density limit for this U: 3.32e+18 cm^-3
\end{verbatim}
